\section*{Generalised Poisson equation and solvation energy from two variational principles}

\section{The result}

A molecule with nuclear charges $Z_A$ at $\mathbf R_A$ and electron number density $n(\mathbf r)$ has the charge density
\begin{equation}
\rho(\mathbf r)=\sum_A Z_A\,\delta(\mathbf r-\mathbf R_A)-n(\mathbf r).
\end{equation}
It sits in a medium with relative permittivity $\varepsilon(\mathbf r)$. In atomic units with $4\pi\varepsilon_0=1$, the potential $\phi$ obeys the generalised Poisson equation
\begin{equation}
\nabla\cdot(\varepsilon\nabla\phi)=-4\pi\rho. \label{gpe}
\end{equation}
Let $\phi_0$ be the potential of the same $\rho$ in vacuum and $\chi=\phi-\phi_0$ the reaction potential. The electrostatic solvation free energy at fixed $\rho$ is
\begin{equation}
\Delta G=\frac12\int\rho\chi\,d\mathbf r
=-\frac1{8\pi}\int(\varepsilon-1)\nabla\phi_0\cdot\nabla\phi\,d\mathbf r, \label{dg}
\end{equation}
and it lies between two integrals over the vacuum field:
\begin{equation}
-\frac1{8\pi}\int(\varepsilon-1)|\nabla\phi_0|^2d\mathbf r\le\Delta G\le
-\frac1{8\pi}\int\Bigl(1-\frac1\varepsilon\Bigr)|\nabla\phi_0|^2d\mathbf r\le0. \label{bounds}
\end{equation}

The medium responds linearly, locally and isotropically, and contains no mobile ions. We take $1\le\varepsilon\le\varepsilon_s$, with $\varepsilon=1$ in a neighbourhood of every nucleus, and $\phi\to0$ at infinity. The potential then falls at least as $1/r$ and its gradient as $1/r^2$, so surface terms at infinity vanish like $r^2\cdot r^{-1}\cdot r^{-2}$.

\section{First derivation: a maximum over potentials}

Consider, for a smooth $\rho$,
\begin{equation}
F[\phi]=\int\Bigl(\rho\phi-\frac{\varepsilon}{8\pi}|\nabla\phi|^2\Bigr)d\mathbf r .
\end{equation}
Replace $\phi$ by $\phi+\eta$ and expand the square:
\begin{equation}
F[\phi+\eta]=F[\phi]+\int\Bigl(\rho\eta-\frac{\varepsilon}{4\pi}\nabla\phi\cdot\nabla\eta\Bigr)d\mathbf r
-\frac1{8\pi}\int\varepsilon|\nabla\eta|^2d\mathbf r .
\end{equation}
Integration by parts turns the linear term into $\int\eta\,[\rho+\nabla\cdot(\varepsilon\nabla\phi)/4\pi]\,d\mathbf r$. It vanishes for every $\eta$ if and only if \eqref{gpe} holds. The remaining term is negative unless $\nabla\eta=0$, which with $\eta\to0$ at infinity means $\eta=0$. The solution is therefore the unique maximum of $F$.

To find the value there, multiply \eqref{gpe} by $\phi$ and integrate by parts. This gives $\int\varepsilon|\nabla\phi|^2=4\pi\int\rho\phi$, hence
\begin{equation}
F_{\max}=\int\rho\phi\,d\mathbf r-\frac12\int\rho\phi\,d\mathbf r=\frac12\int\rho\phi\,d\mathbf r .
\end{equation}
This is the reversible work of charging. With the profile $\varepsilon(\mathbf r)$ held fixed and the charge at $\lambda\rho$, the potential is $\lambda\phi$. Adding $d\lambda\,\rho$ costs $\lambda\,d\lambda\int\rho\phi$, and $\int_0^1\lambda\,d\lambda=\frac12$. At constant temperature this work is a free energy.

Point nuclei make $F$ infinite. The difference from vacuum is finite, so we subtract $F_0[\phi_0]$, the same functional with $\varepsilon=1$. With $\phi=\phi_0+\chi$ the terms $\int\rho\phi_0$ cancel:
\begin{equation}
\Delta F[\chi]=\int\rho\chi\,d\mathbf r-\frac1{8\pi}\int\bigl(\varepsilon|\nabla\phi_0+\nabla\chi|^2-|\nabla\phi_0|^2\bigr)d\mathbf r .
\end{equation}
Since $\nabla^2\phi_0=-4\pi\rho$, integration by parts gives
\begin{equation}
\int\rho\chi\,d\mathbf r=\frac1{4\pi}\int\nabla\phi_0\cdot\nabla\chi\,d\mathbf r. \label{rhochi}
\end{equation}
Inserting this and collecting terms,
\begin{equation}
\Delta F[\chi]=-\frac1{8\pi}\int\bigl[(\varepsilon-1)|\nabla\phi_0|^2+2(\varepsilon-1)\nabla\phi_0\cdot\nabla\chi+\varepsilon|\nabla\chi|^2\bigr]d\mathbf r. \label{df}
\end{equation}
Every term with the singular field $\nabla\phi_0$ carries the factor $\varepsilon-1$, which is zero near the nuclei. The self-energies have gone, and \eqref{df} serves for point nuclei too.

Its first variation vanishes when, for every test function $v$,
\begin{equation}
\int\varepsilon\nabla\chi\cdot\nabla v\,d\mathbf r=-\int(\varepsilon-1)\nabla\phi_0\cdot\nabla v\,d\mathbf r. \label{weak}
\end{equation}
Setting $v=\chi$ replaces $\int\varepsilon|\nabla\chi|^2$ in \eqref{df} by $-\int(\varepsilon-1)\nabla\phi_0\cdot\nabla\chi$. One of the two cross terms is cancelled, and
\begin{equation}
\Delta G=-\frac1{8\pi}\int(\varepsilon-1)\nabla\phi_0\cdot(\nabla\phi_0+\nabla\chi)\,d\mathbf r,
\end{equation}
which is the field form in \eqref{dg}.

For the charge form, set $v=\phi_0$. This is allowed although $\phi_0$ is singular: on a sphere of radius $a$ around a nucleus the surface term scales as $a^2\cdot a^{-1}$ and vanishes as $a\to0$, because $\nabla\chi$ is regular there. Then $\int\varepsilon\nabla\chi\cdot\nabla\phi_0=-\int(\varepsilon-1)|\nabla\phi_0|^2$. Subtracting $\int(\varepsilon-1)\nabla\chi\cdot\nabla\phi_0$ from both sides gives
\begin{equation}
\int\nabla\chi\cdot\nabla\phi_0\,d\mathbf r=-\int(\varepsilon-1)\nabla\phi_0\cdot\nabla\phi\,d\mathbf r .
\end{equation}
Divided by $8\pi$ and combined with \eqref{rhochi}, this is the equality of the two forms in \eqref{dg}.

Because $\Delta G$ is a maximum, any trial $\chi$ gives a lower bound. The choice $\chi=0$ gives the left side of \eqref{bounds}.

\section{Second derivation: a minimum over polarisations}

Now let the variable be the polarisation $\mathbf P(\mathbf r)$ of the medium, nonzero only where $\varepsilon>1$. Its bound charge is $-\nabla\cdot\mathbf P$, with potential $\chi_P$ given by $\nabla^2\chi_P=4\pi\nabla\cdot\mathbf P$. Three terms make up the free energy relative to vacuum.

The interaction with the molecule is $-\int\phi_0\nabla\cdot\mathbf P=\int\mathbf P\cdot\nabla\phi_0$. The Coulomb energy of the bound charge with itself is $\frac12\int(-\nabla\cdot\mathbf P)\chi_P=\frac1{8\pi}\int|\nabla\chi_P|^2$. The third term is the local cost of polarising the material. A linear medium has $\mathbf P=(\varepsilon-1)\mathbf E/4\pi$, so the work per volume is
\begin{equation}
\int_0^{\mathbf P}\mathbf E\cdot d\mathbf P'=\int_0^{\mathbf P}\frac{4\pi\mathbf P'\cdot d\mathbf P'}{\varepsilon-1}=\frac{2\pi P^2}{\varepsilon-1}.
\end{equation}
Together,
\begin{equation}
G[\mathbf P]=\int\Bigl(\mathbf P\cdot\nabla\phi_0+\frac{2\pi P^2}{\varepsilon-1}\Bigr)d\mathbf r+\frac1{8\pi}\int|\nabla\chi_P|^2d\mathbf r. \label{gp}
\end{equation}

Under $\mathbf P\to\mathbf P+\mathbf p$ the last term changes to first order by $\frac1{4\pi}\int\nabla\chi_P\cdot\nabla\chi_p=\int\chi_P(-\nabla\cdot\mathbf p)=\int\mathbf p\cdot\nabla\chi_P$. Stationarity thus requires
\begin{equation}
\nabla\phi_0+\nabla\chi_P+\frac{4\pi\mathbf P}{\varepsilon-1}=0,
\qquad\text{so}\qquad
\mathbf P=-\frac{\varepsilon-1}{4\pi}\nabla\phi,
\end{equation}
with $\phi=\phi_0+\chi_P$. The total potential obeys $\nabla^2\phi=-4\pi(\rho-\nabla\cdot\mathbf P)$. Substituting $\mathbf P$,
\begin{equation}
\nabla^2\phi+\nabla\cdot[(\varepsilon-1)\nabla\phi]=-4\pi\rho ,
\end{equation}
which is \eqref{gpe}, and $\chi_P=\chi$. Of the second-order terms in \eqref{gp}, the local one is positive for every $\mathbf p\ne0$ and the Coulomb one is never negative, so this is a minimum.

The functional is a linear term $L$ plus a quadratic term $Q$. Scaling $\mathbf P$ by $\lambda$ gives $\lambda L+\lambda^2Q$, and stationarity at $\lambda=1$ gives $Q=-L/2$. The minimum is therefore
\begin{equation}
\Delta G=\frac L2=\frac12\int\mathbf P\cdot\nabla\phi_0\,d\mathbf r=-\frac1{8\pi}\int(\varepsilon-1)\nabla\phi_0\cdot\nabla\phi\,d\mathbf r .
\end{equation}
Half of the interaction energy gained is spent on the two quadratic terms together: the local cost of polarising the material and the Coulomb energy of the bound charge with itself. Since $L=\int(-\nabla\cdot\mathbf P)\phi_0=\int\rho\chi$ by the symmetry of the Coulomb interaction, the charge form follows as well.

The upper bound comes from a trial $\mathbf P$. Multiplying $\nabla^2\chi_P=4\pi\nabla\cdot\mathbf P$ by $\chi_P$ and integrating by parts gives $\int|\nabla\chi_P|^2=4\pi\int\mathbf P\cdot\nabla\chi_P$. The Cauchy--Schwarz inequality then yields $\int|\nabla\chi_P|^2\le16\pi^2\int P^2$. Using this in \eqref{gp}, with $1/(\varepsilon-1)+1=\varepsilon/(\varepsilon-1)$,
\begin{equation}
\Delta G\le\int\Bigl(\mathbf P\cdot\nabla\phi_0+\frac{2\pi\varepsilon}{\varepsilon-1}P^2\Bigr)d\mathbf r .
\end{equation}
The right side is smallest at $\mathbf P=-(\varepsilon-1)\nabla\phi_0/(4\pi\varepsilon)$, where it equals the upper bound in \eqref{bounds}. It is the polarisation that the linear law $\mathbf P=(\varepsilon-1)\mathbf D/(4\pi\varepsilon)$ assigns to the vacuum field, $\mathbf D=-\nabla\phi_0$. The actual displacement field of the trial also contains the field of its bound charge, and equals the vacuum field only if the trial $\mathbf P$ is curl-free.

\section{What each derivation assumes}

The first derivation takes $\varepsilon(\mathbf r)$ as a given coefficient. Its functional is local in $\phi$ and needs no special care where $\varepsilon=1$. Away from the maximum, however, $F$ is not the free energy of a physical state; its value at the maximum acquires that meaning through the charging argument. If the electrons are also varied, their energy is minimised while $\phi$ is maximised, and the joint solution is a saddle point.

The second derivation assumes more about the material: that its state is described by a polarisation field with a local, quadratic cost. In return, \eqref{gp} is the free energy of each constrained $\mathbf P$ within this model, and electrons and medium can be minimised together. The price is a nonlocal Coulomb term.

Both fail for the same physical reasons. Strong fields that saturate the dipoles make the cost non-quadratic. Correlations between neighbouring solvent molecules make it nonlocal. Mobile ions add a free energy of their own. At a metal electrode, $\rho$ must also include the electrode charge, and the boundary condition must state whether that charge or the potential is held fixed.

\section{A permittivity that follows the electrons}

Now let $\varepsilon$ at each point be a decreasing function of $n$ there. Change $n$ by $\delta n$, so that $\delta\rho=-\delta n$. Because $F$ is stationary in $\phi$, the response of $\phi$ does not contribute to first order, and likewise for $\phi_0$ in vacuum. The explicit changes are
\begin{equation}
\delta\Delta G=\int\delta\rho\,(\phi-\phi_0)\,d\mathbf r-\frac1{8\pi}\int\frac{d\varepsilon}{dn}\,\delta n\,|\nabla\phi|^2d\mathbf r,
\end{equation}
and therefore
\begin{equation}
\frac{\delta\Delta G}{\delta n}=-\chi-\frac1{8\pi}\frac{d\varepsilon}{dn}|\nabla\phi|^2. \label{deriv}
\end{equation}
The second term is a cavity potential. Since $\varepsilon$ falls as $n$ rises, it is positive: extra electron density pushes the medium out of a region where it was lowering the energy.

\section{Limiting cases}

\textbf{Weak dielectric.} The integrands of the two bounds in \eqref{bounds} differ by $(\varepsilon-1)^2/\varepsilon$ times $|\nabla\phi_0|^2/8\pi$. For small $\varepsilon-1$ the bounds agree to first order.

\textbf{Ion at the centre of a spherical medium.} For a charge $q$, Gauss's law gives $\varepsilon r^2\phi'=-q$, so $\mathbf D$ is the vacuum field and the upper bound is attained:
\begin{equation}
\Delta G=-\frac{q^2}2\int_0^\infty\Bigl(1-\frac1{\varepsilon(r)}\Bigr)\frac{dr}{r^2}.
\end{equation}
For a sharp cavity of radius $a$ this is $-(1-1/\varepsilon_s)q^2/2a$.

\textbf{Point dipole $\mu$ at the centre of a sharp sphere.} Inside, $\phi=(\mu/r^2+gr)\cos\theta$; outside, $\phi=(b/r^2)\cos\theta$. Equation \eqref{gpe} makes $\phi$ and $\varepsilon\,\partial\phi/\partial r$ continuous at $r=a$:
\begin{equation}
\mu+ga^3=b,\qquad -2\mu+ga^3=-2\varepsilon_s b .
\end{equation}
Eliminating $b$ gives $g=-2(\varepsilon_s-1)\mu/[(2\varepsilon_s+1)a^3]$. Here $\chi=gz$ and $\int\rho z=\mu$, so
\begin{equation}
\Delta G=\frac{g\mu}2=-\frac{\varepsilon_s-1}{2\varepsilon_s+1}\,\frac{\mu^2}{a^3}. \label{ons}
\end{equation}
The upper bound uses $|\nabla\phi_0|^2=\mu^2(1+3\cos^2\theta)/r^6$. Its angular integral is $8\pi\mu^2/r^6$ and $\int_a^\infty r^{-4}dr=1/3a^3$, so the bound is $-(1-1/\varepsilon_s)\mu^2/3a^3$. The true value exceeds it in magnitude by the factor $3\varepsilon_s/(2\varepsilon_s+1)$, whatever the radius.

\section{Ammonia in a smooth dielectric}

The density of NH$_3$ is computed by restricted Hartree--Fock with aug-cc-pVDZ on N and cc-pVDZ on H, at a fixed geometry (N--H 1.01~\AA, H--N--H $107^\circ$). The permittivity is
\begin{equation}
\varepsilon(n)=\exp\Bigl[\ln\varepsilon_s\Bigl(u-\frac{\sin2\pi u}{2\pi}\Bigr)\Bigr],\qquad
u=\frac{\ln(n_1/n)}{\ln(n_1/n_2)},
\end{equation}
with $u$ limited to $[0,1]$, $n_1=0.005$ and $n_2=0.0001$ electrons per cubic bohr. This is the switching form of the self-consistent continuum solvation model. The functional \eqref{df} is maximised in a basis of radial functions times spherical harmonics. As a test of this solver, a unit ion is displaced by 0.5~bohr from the expansion centre. Its medium is spherical about the ion, with $\varepsilon_s=80$ and the same switching function, but with $u$ rising linearly from 0 to 1 between 3.0 and 5.5~bohr from the ion. The solver gives $-130.99$~mHa, in agreement with the one-dimensional integral for an ion at the centre of a spherical medium.

For ammonia the energies in mHa are:
\begin{center}
\begin{tabular}{rrrr}
$\varepsilon_s$ & lower bound & $\Delta G$ & upper bound\\
2 & $-3.83$ & $-2.51$ & $-2.17$\\
10 & $-30.15$ & $-6.00$ & $-4.42$\\
80 & $-232.9$ & $-7.78$ & $-5.46$
\end{tabular}
\end{center}
The last $\Delta G$ is $-20.4$~kJ/mol. The lower bound is 1.5 times $\Delta G$ at $\varepsilon_s=2$ and 30 times $\Delta G$ at 80, because $\chi=0$ ignores screening. The ratio of $\Delta G$ to the upper bound is 1.16, 1.36 and 1.43; the sharp-sphere dipole gives 1.20, 1.43 and 1.49, the same trend.

The magnitude is another matter. The dipole moment of the frozen density is $0.648$~$e\,$bohr, and at $\varepsilon_s=80$ the sphere with the cavity's volume has radius 4.28~bohr. Equation \eqref{ons} gives
\begin{equation}
-\frac{79}{161}\cdot\frac{0.648^2}{4.28^3}\ \text{Ha}\approx-2.6\ \text{mHa},
\end{equation}
a third of the computed value. Part of the reason can be seen in the switch. The volume weights the medium by $(\varepsilon-1)/79$, which is 0.10 at the midpoint $\varepsilon=\sqrt{80}\approx8.9$. The screening factor $1-1/\varepsilon$ is already 0.89 there, so the medium acts well inside the volume-based radius, and \eqref{ons} varies as $a^{-3}$. This is the smaller part, however. A point dipole of the same size at the centre of nuclear charge, placed in the true smooth cavity, gives only about $-4.4$~mHa. Most of the remaining gap comes from the higher multipoles of the molecule about that centre, chiefly the quadrupole, which the dipole model leaves out.

The charge form shows where the energy arises. At $\varepsilon_s=80$ the reaction potential is $-0.15$~mHa/$e$ at N and $-14.06$~mHa/$e$ at each H. The nuclei contribute
\begin{equation}
\tfrac12[7(-0.153)+3(-14.062)]\approx-21.6\ \text{mHa}.
\end{equation}
Since the total is $-7.8$~mHa, the electrons contribute about $+13.8$~mHa: they too sit, on average, in a negative reaction potential, which is unfavourable for them.

A smaller basis changes $\Delta G$ by 0.14\,\% of its value. Taking $\chi$ directly from the expansion in $\frac12\int\rho\chi$ gives $-7.73$~mHa, off by 0.7\,\%. This form is linear in the error $\delta\chi$, whereas the maximised functional errs by $-\frac1{8\pi}\int\varepsilon|\nabla\delta\chi|^2$. If $\chi$ near the nuclei is instead computed from the polarisation of the medium, the charge form gives $-7.78$~mHa.

Finally, \eqref{deriv} is applied to added density with the shape of the highest occupied orbital. The reaction potential contributes $-5.662$ and the cavity term $+0.655$~mHa per electron, together $-5.007$. A finite difference of the full $\Delta G$, with $\varepsilon$ following the density, gives the same $-5.007$. Leaving out the cavity potential would overstate this shift by 13\,\% of its value.

These energies are the electrostatic part for a frozen Hartree--Fock density. Electron correlation, relaxation of density and geometry, cavity formation, dispersion, repulsion and specific hydrogen bonds are left out, so they are not full solvation free energies. Linear response is also an idealisation here: near the inner edge of the dielectric the field exceeds $10^9$~V/m, where the dipoles of a solvent such as water no longer respond linearly. The values at $\varepsilon_s=80$ therefore describe the linear model, not water itself. Further digits are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Displaced unit ion: inner, outer radius, shift (bohr): 3.0 5.5 0.5
  variational energy (mHa): -130.987
  one-dimensional quadrature (mHa): -130.987
NH3 input: N-H 1.01 angstrom, H-N-H 107.0 degrees
  density thresholds (electrons/bohr^3): 0.005 and 0.0001
  basis: l up to 12, 44 radial functions, 1540 in all
  small basis: l up to 9, 30 radial functions, 660 in all
  Hartree-Fock energy (Ha): -56.205069
  dipole moment (e bohr): 0.6484
  cavity volume (bohr^3): 329.0
  radius of sphere of equal volume (bohr): 4.282
Solvent permittivity 2, energies in mHa:
  lower bound (chi = 0): -3.832
  small basis: -2.5092
  solvation energy: -2.5091
  upper bound (D = -grad phi0): -2.1674
Solvent permittivity 10, energies in mHa:
  lower bound (chi = 0): -30.153
  small basis: -6.0020
  solvation energy: -6.0006
  upper bound (D = -grad phi0): -4.4245
Solvent permittivity 80, energies in mHa:
  lower bound (chi = 0): -232.915
  small basis: -7.7898
  solvation energy: -7.7790
  upper bound (D = -grad phi0): -5.4565
For permittivity 80:
  radius of ball with eps = 1 used for chi (bohr): 2.349
  energy from charge form (mHa): -7.7790
  same, chi from expansion everywhere (mHa): -7.7269
  solvation energy (kJ/mol): -20.42
  reaction potential at N (mHa/e): -0.153
  same, from expansion (mHa/e): -0.139
  reaction potential at H (mHa/e): -14.062
Derivative for adding highest-occupied-orbital density (mHa per electron):
  reaction-potential part: -5.662
  cavity part: 0.655
  sum: -5.007
  finite difference (step 0.01 electron): -5.007
\end{verbatim}
